# Faulted vacancy loops lose to voids at large size: a numerical check

```python
"""
Result under test: at equal vacancy number n, a faulted vacancy loop
(fault energy ~ n, line energy ~ sqrt(n) log n) loses to a void
(surface energy ~ n^(2/3)) at large n, while a perfect loop, which has
no fault, finally beats both.

Symbols: a lattice constant, omega volume per atom, b_n and b_s normal
and in-plane Burgers components on {111}, R loop radius, c core length,
mu shear modulus, nu Poisson ratio, gamma_s surface energy,
gamma_f stacking-fault energy.  Line energy = K R [ln(8R/c) - 2].
Internal units: eV and nm.  Silicon parameters are rough typical values.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import ConvexHull
from scipy.special import j1

TO_EV_NM = 1e-18 / constants.e   # J/m^2 -> eV/nm^2, also GPa -> eV/nm^3

a = 0.543
mu_gpa, nu = 68.0, 0.22
gamma_s_si, gamma_f_si = 1.2, 0.06
core = 0.2
c11, c12, c44 = 166.0, 64.0, 80.0
soft_gpa = 40.0
hot_temperature = 1373.0

mu = mu_gpa * TO_EV_NM
gamma_s = gamma_s_si * TO_EV_NM
gamma_f = gamma_f_si * TO_EV_NM
omega = a**3 / 8
b_n, b_s = a / np.sqrt(3), a / np.sqrt(6)
g_oct = 4 * np.sqrt(3) / (4 / 3)**(2 / 3)
g_sphere = (36 * np.pi)**(1 / 3)


def radius(n, b_normal=b_n):
    return np.sqrt(n * omega / (np.pi * b_normal))


def log_factor(R, c=core):
    return np.log(8 * R / c) - 2


def k_faulted(shear=mu):
    return shear * b_n**2 / (2 * (1 - nu))


def k_perfect(shear=mu):
    return shear * (b_n**2 + (1 - nu / 2) * b_s**2) / (2 * (1 - nu))


def line_energy(n, K, c=core, b_normal=b_n):
    R = radius(n, b_normal)
    return K * R * log_factor(R, c)


def fault_energy(n, gf=gamma_f):
    return gf * omega / b_n * n


def faulted(n, shear=mu, c=core, gf=gamma_f):
    return fault_energy(n, gf) + line_energy(n, k_faulted(shear), c)


def perfect(n, shear=mu, c=core):
    return line_energy(n, k_perfect(shear), c)


def void(n, g=g_oct):
    return gamma_s * g * (n * omega)**(2 / 3)


def crossing(first, second, low, high):
    def difference(x):
        return np.log(first(np.exp(x)) / second(np.exp(x)))
    return np.exp(brentq(difference, np.log(low), np.log(high)))


# --- Lattice tests: lengths in units of the lattice constant ---
cells = np.array(list(product(range(-4, 5), repeat=3)), float)
face = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
fcc = (cells[:, None] + face[None]).reshape(-1, 3)
sites = np.vstack([fcc, fcc + 0.25])
height = sites.sum(axis=1)
lower, upper = sites[height < -0.1], sites[height > 0.9]


def stacking(displacement):
    crystal = np.vstack([lower, upper + displacement])
    centre = crystal[np.linalg.norm(crystal, axis=1) < 1.0]
    d = np.linalg.norm(centre[:, None] - crystal[None], axis=2)
    bonds = (abs(d - np.sqrt(3) / 4) < 1e-6).sum(axis=1)
    eclipsed = (abs(d - 5 / (4 * np.sqrt(3))) < 1e-6).sum()
    return bonds, eclipsed


collapse = -np.ones(3) / 3
partial = np.array([-1, -1, 2]) / 6
bonds_fault, eclipsed_fault = stacking(collapse)
bonds_healed, eclipsed_healed = stacking(collapse + partial)
assert np.all(bonds_fault == 4) and eclipsed_fault > 0
assert np.all(bonds_healed == 4) and eclipsed_healed == 0
assert abs(np.linalg.norm(collapse) * a - b_n) < 1e-12
assert abs(np.linalg.norm(partial) * a - b_s) < 1e-12

# Atoms of one {111} double layer inside a disc of radius 20 a
i, j = np.meshgrid(np.arange(-70, 71), np.arange(-70, 71))
distance = np.sqrt(i**2 + j**2 + (i + j)**2) / 2
layer_count = 2 * np.count_nonzero(distance < 20)
layer_formula = np.pi * (20 * a)**2 * b_n / omega
assert abs(layer_count / layer_formula - 1) < 0.01


def octahedral_void(h):
    """Atoms removed and bonds cut; h is the half-diagonal."""
    m = int(2 * h) + 2
    axis = np.arange(-m, m + 1)
    x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
    keep = (x + y + z) % 2 == 0
    p = 4 * np.stack([x[keep], y[keep], z[keep]]) - 1

    def inside(q):
        return np.abs(q).sum(axis=0) <= 8 * h

    atom_in = inside(p)
    removed = atom_in.sum() + inside(p + 2).sum()
    cut = 0
    for v in ([2, 2, 2], [2, -2, -2], [-2, 2, -2], [-2, -2, 2]):
        cut += np.sum(atom_in != inside(p + np.array(v)[:, None]))
    return removed, cut


n_small, cut_small = octahedral_void(12.3)
n_big, cut_big = octahedral_void(24.3)
void_exponent = np.log(cut_big / cut_small) / np.log(n_big / n_small)
assert abs(void_exponent - 2 / 3) < 0.02
hull = ConvexHull(np.vstack([np.eye(3), -np.eye(3)]))
assert abs(hull.area / hull.volume**(2 / 3) - g_oct) < 1e-10


# --- Elastic energy from the full stiffness tensor ---
def stiffness(s11, s12, s44):
    d = np.eye(3)
    C = s12 * np.einsum("ij,kl->ijkl", d, d)
    C += s44 * (np.einsum("ik,jl->ijkl", d, d)
                + np.einsum("il,jk->ijkl", d, d))
    for q in range(3):
        C[q, q, q, q] += s11 - s12 - 2 * s44
    return C * TO_EV_NM


def tensor_k(C, normal, burgers):
    """Angle-averaged loop stiffness K by integration over wavevectors."""
    normal = np.array(normal, float) / np.linalg.norm(normal)
    e1 = np.cross(normal, [0.3, -0.5, 0.9])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(normal, e1)
    phi = np.arange(48) * 2 * np.pi / 48
    theta = -np.pi / 2 + (np.arange(80) + 0.5) * np.pi / 80
    P, T = np.meshgrid(phi, theta, indexing="ij")
    P, T = P.ravel(), T.ravel()
    k = (np.cos(P)[:, None] * e1 + np.sin(P)[:, None] * e2
         + np.tan(T)[:, None] * normal)
    strain = (np.outer(burgers, normal) + np.outer(normal, burgers)) / 2
    stress = np.einsum("ijkl,kl->ij", C, strain)
    force = k @ stress
    acoustic = np.einsum("pj,ijkl,pl->pik", k, C, k)
    response = np.linalg.solve(acoustic, force[:, :, None])[:, :, 0]
    density = np.sum(stress * strain) - np.sum(force * response, axis=1)
    return np.sum(density / np.cos(T)**2) / (2 * 80 * 48)


lam_gpa = 2 * mu_gpa * nu / (1 - 2 * nu)
C_iso = stiffness(lam_gpa + 2 * mu_gpa, lam_gpa, mu_gpa)
C_cubic = stiffness(c11, c12, c44)
b_frank = a / 3 * np.ones(3)
b_perfect = a / 2 * np.array([1.0, 1.0, 0.0])
K_iso_F = tensor_k(C_iso, [1, 1, 1], b_frank)
K_iso_P = tensor_k(C_iso, [1, 1, 1], b_perfect)
assert abs(K_iso_F / k_faulted() - 1) < 1e-6
assert abs(K_iso_P / k_perfect() - 1) < 1e-6
aniso_F = tensor_k(C_cubic, [1, 1, 1], b_frank) / k_faulted()
aniso_P = tensor_k(C_cubic, [1, 1, 1], b_perfect) / k_perfect()
K_110 = mu * (a**2 / 2) / (2 * (1 - nu))
assert abs(tensor_k(C_iso, [1, 1, 0], b_perfect) / K_110 - 1) < 1e-6


def bessel_integral(eps):
    x = np.linspace(0, 40 / eps, int(40 / eps / 0.02) // 2 * 2 + 1)
    return simpson(j1(x)**2 * np.exp(-eps * x), x=x)


# The logarithm is an expansion in c/R, hence the looser small-loop limit
log_errors = []
for n, tolerance in ((1e2, 0.02), (1e3, 0.005), (1e4, 0.001)):
    R = radius(n)
    direct = np.pi * R * K_iso_F * bessel_integral(core / R)
    error = line_energy(n, k_faulted()) / direct - 1
    log_errors.append(error)
    assert abs(error) < tolerance

# --- Crossings for silicon ---
n_star = (gamma_s * g_oct / gamma_f)**3 * b_n**3 / omega
n_star_root = crossing(lambda n: gamma_f * np.pi * radius(n)**2,
                       void, 1e2, 1e12)
assert abs(n_star / n_star_root - 1) < 1e-8
n_unfault = crossing(faulted, perfect, 1e3, 1e9)
R_unfault = radius(n_unfault)
R_formula = (mu * (1 - nu / 2) * b_s**2 * log_factor(R_unfault)
             / (2 * np.pi * (1 - nu) * gamma_f))
assert abs(R_unfault / R_formula - 1) < 1e-8
direct_gain = ((K_iso_P - K_iso_F) * np.pi * R_unfault
               * bessel_integral(core / R_unfault))
assert abs(direct_gain / fault_energy(n_unfault) - 1) < 0.002

n_perfect = crossing(perfect, void, 1e3, 1e14)
grid = np.logspace(2, 12, 2001)
ratio = faulted(grid) / void(grid)
ratio_half = faulted(grid, gf=gamma_f / 2) / void(grid)
assert np.all(ratio > 1)
assert np.all(void(grid[grid > n_star]) < fault_energy(grid[grid > n_star]))
assert np.all(perfect(grid[grid > 1.01 * n_perfect])
              < void(grid[grid > 1.01 * n_perfect]))
assert np.all(perfect(grid[grid < 0.99 * n_perfect])
              > void(grid[grid < 0.99 * n_perfect]))

variants = {
    "spherical void": crossing(perfect, lambda n: void(n, g_sphere),
                               1e3, 1e14),
    "core length 0.1 nm": crossing(lambda n: perfect(n, c=0.1), void,
                                   1e3, 1e14),
    "core length 0.4 nm": crossing(lambda n: perfect(n, c=0.4), void,
                                   1e3, 1e14),
    "shear modulus 10% lower": crossing(lambda n: perfect(n, 0.9 * mu),
                                        void, 1e3, 1e14),
    "cubic anisotropy": crossing(lambda n: aniso_P * perfect(n), void,
                                 1e3, 1e14),
    "loop rotated to {110}": crossing(
        lambda n: line_energy(n, K_110, b_normal=a / np.sqrt(2)),
        void, 1e3, 1e14),
}
wide_ratio = faulted(grid, c=0.4) / void(grid)
wide_loop_sizes = grid[wide_ratio < 1]

# --- Softer hypothetical crystal, all other parameters unchanged ---
soft = soft_gpa * TO_EV_NM
n_soft = crossing(lambda n: faulted(n, soft), void, 1e4, n_star)
n_soft_unfault = crossing(lambda n: faulted(n, soft),
                          lambda n: perfect(n, soft), 1e3, 1e9)
assert faulted(1e4, soft) < void(1e4)
assert np.all(faulted(grid[grid > 1.01 * n_soft], soft)
              > void(grid[grid > 1.01 * n_soft]))

# --- Surface-stress relaxation of a spherical void, stress = gamma_s ---
R_void = (3 * 1e6 * omega / (4 * np.pi))**(1 / 3)
shell = quad(lambda t: 4 * np.pi * t**2 * 6 * mu / t**6, 1, np.inf)[0]


def relaxation(u):
    area_change = 4 * np.pi * ((R_void - u)**2 - R_void**2)
    return gamma_s * area_change + shell * u**2 * R_void


relaxed = minimize_scalar(relaxation, bounds=(0, 0.1), method="bounded",
                          options={"xatol": 1e-10}).fun
relax_formula = -2 * np.pi * gamma_s**2 * R_void / mu
assert abs(relaxed / relax_formula - 1) < 0.01

edge = 100.0
n_edge = np.sqrt(2) / 3 * edge**3 / omega
edge_crossing = (3 * n_perfect * omega / np.sqrt(2))**(1 / 3)
thermal = constants.k * hot_temperature / constants.e

print("SILICON, rough typical parameters")
print(f"lattice constant {a:.3f} nm; volume per atom {omega:.5f} nm^3")
print(f"shear modulus {mu_gpa:.0f} GPa; Poisson ratio {nu:.2f}")
print(f"surface energy {gamma_s_si:.2f} J/m^2 = {gamma_s:.3f} eV/nm^2")
print(f"fault energy {gamma_f_si:.3f} J/m^2 = {gamma_f:.4f} eV/nm^2")
print(f"core length {core:.2f} nm; b_n {b_n:.4f} nm; b_s {b_s:.4f} nm")
print(f"shape factor: octahedron {g_oct:.4f}, sphere {g_sphere:.4f}")
print(f"A, fault energy per vacancy: {fault_energy(1):.5f} eV")
print(f"C, octahedral void coefficient: {void(1):.4f} eV")
print(f"C, spherical void coefficient: {void(1, g_sphere):.4f} eV")
print(f"K faulted {k_faulted():.3f}, perfect {k_perfect():.3f} eV/nm")
print(f"loop radius / sqrt(n): {radius(1):.4f} nm")
print("LATTICE COUNTS")
print(f"double-layer atoms in disc: {layer_count}, "
      f"formula {layer_formula:.1f}")
print(f"void atoms {n_small}, {n_big}; cut bonds {cut_small}, {cut_big}")
print(f"void surface exponent from cut bonds: {void_exponent:.4f}")
print(f"eclipsed neighbours: collapsed {eclipsed_fault}, "
      f"after shift {eclipsed_healed}")
print("ENERGIES in eV, radius in nm (octahedral void)")
print("n        R       fault      line       faulted    void       perfect")
for n in (1e2, 1e3, 1e4, 1e5, 1e6, 1e7, 1e8):
    print(f"{n:.0e} {radius(n):8.2f} {fault_energy(n):10.1f} "
          f"{line_energy(n, k_faulted()):10.1f} {faulted(n):10.1f} "
          f"{void(n):10.1f} {perfect(n):10.1f}")
print(f"log formula error at n=100: {100 * log_errors[0]:.2f} %")
print("CROSSINGS, vacancy numbers")
print(f"fault alone = void surface: n* = {n_star:.3e}, "
      f"R = {radius(n_star):.1f} nm")
print(f"faulted = perfect loop: {n_unfault:.3e}, R = {R_unfault:.1f} nm")
print(f"perfect loop = void: {n_perfect:.3e}, "
      f"R = {radius(n_perfect):.1f} nm")
print(f"void edge at that crossing: {edge_crossing:.1f} nm")
print(f"least faulted/void ratio, n>=100: {ratio.min():.3f}")
print(f"same with half the fault energy: {ratio_half.min():.3f}")
print("PERFECT LOOP = VOID, one change at a time")
for label, value in variants.items():
    print(f"{label}: n = {value:.3e}")
print(f"anisotropic/isotropic K: faulted {aniso_F:.4f}, "
      f"perfect {aniso_P:.4f}")
if wide_loop_sizes.size:
    print(f"core 0.4 nm: faulted loop below void up to n = "
          f"{wide_loop_sizes.max():.0f}")
else:
    print("core 0.4 nm: void below faulted loop for all n>=100")
print(f"VOID OF {edge:.0f} nm EDGE: n = {n_edge:.3e}")
print(f"void {void(n_edge):.0f} eV, faulted {faulted(n_edge):.0f} eV, "
      f"perfect {perfect(n_edge):.0f} eV")
print(f"SOFTER HYPOTHETICAL CRYSTAL, shear modulus {soft_gpa:.0f} GPa")
print(f"n=1e4: faulted {faulted(1e4, soft):.1f} eV, void {void(1e4):.1f} eV")
print(f"void beats faulted loop above n = {n_soft:.3e}")
print(f"perfect beats faulted loop above n = {n_soft_unfault:.3e}")
print("OTHER NEGLECTED EFFECTS")
print(f"surface-stress relaxation, n=1e6 sphere: {relaxed:.2f} eV, "
      f"{100 * abs(relaxed) / void(1e6, g_sphere):.3f} % of surface energy")
print(f"thermal energy at {hot_temperature:.0f} K: {thermal:.4f} eV")
print("every check passed")
```

Output:

```
SILICON, rough typical parameters
lattice constant 0.543 nm; volume per atom 0.02001 nm^3
shear modulus 68 GPa; Poisson ratio 0.22
surface energy 1.20 J/m^2 = 7.490 eV/nm^2
fault energy 0.060 J/m^2 = 0.3745 eV/nm^2
core length 0.20 nm; b_n 0.3135 nm; b_s 0.2217 nm
shape factor: octahedron 5.7191, sphere 4.8360
A, fault energy per vacancy: 0.02391 eV
C, octahedral void coefficient: 3.1575 eV
C, spherical void coefficient: 2.6699 eV
K faulted 26.739, perfect 38.638 eV/nm
loop radius / sqrt(n): 0.1425 nm
LATTICE COUNTS
double-layer atoms in disc: 5810, formula 5804.2
void atoms 20200, 154448; cut bonds 2450, 9506
void surface exponent from cut bonds: 0.6665
eclipsed neighbours: collapsed 18, after shift 0
ENERGIES in eV, radius in nm (octahedral void)
n        R       fault      line       faulted    void       perfect
1e+02     1.43        2.4       77.9       80.3       68.0      112.5
1e+03     4.51       23.9      385.1      409.0      315.7      556.4
1e+04    14.25      239.1     1656.5     1895.6     1465.6     2393.7
1e+05    45.08     2390.6     6626.1     9016.7     6802.6     9574.7
1e+06   142.55    23906.2    25341.9    49248.2    31574.7    36619.1
1e+07   450.78   239062.3    94015.3   333077.7   146556.6   135852.2
1e+08  1425.48  2390623.3   341185.8  2731809.1   680255.4   493013.5
log formula error at n=100: -0.66 %
CROSSINGS, vacancy numbers
fault alone = void surface: n* = 2.304e+06, R = 216.4 nm
faulted = perfect loop: 1.666e+05, R = 58.2 nm
perfect loop = void: 4.718e+06, R = 309.6 nm
void edge at that crossing: 58.5 nm
least faulted/void ratio, n>=100: 1.180
same with half the fault energy: 1.144
PERFECT LOOP = VOID, one change at a time
spherical void: n = 2.413e+07
core length 0.1 nm: n = 1.090e+07
core length 0.4 nm: n = 1.572e+06
shear modulus 10% lower: n = 1.587e+06
cubic anisotropy: n = 4.616e+06
loop rotated to {110}: n = 2.107e+06
anisotropic/isotropic K: faulted 1.0117, perfect 0.9978
core 0.4 nm: faulted loop below void up to n = 617
VOID OF 100 nm EDGE: n = 2.356e+07
void 259455 eV, faulted 715329 eV, perfect 219952 eV
SOFTER HYPOTHETICAL CRYSTAL, shear modulus 40 GPa
n=1e4: faulted 1213.5 eV, void 1465.6 eV
void beats faulted loop above n = 2.292e+05
perfect beats faulted loop above n = 4.534e+04
OTHER NEGLECTED EFFECTS
surface-stress relaxation, n=1e6 sphere: -13.98 eV, 0.052 % of surface energy
thermal energy at 1373 K: 0.1183 eV
every check passed
```
